\section*{Lateral spread of a fast electron beam by small-angle scattering, part 2}

A narrow beam of fast electrons enters a homogeneous film at depth $z=0$, along the $z$ axis. The problem is to find how its lateral spread depends on depth, which property of the atoms sets its size, and where the answer fails. Formulas use Hartree atomic units, film results are in nm, and angles are in radians.

Collisions are independent, with atom density $n$ and cross section $d\sigma/d\Omega$. In the small-angle approximation, deflections add as plane vectors and path length equals depth. A collision is soft if its polar deflection angle $\theta$ is below the cutoff $\theta_c$, and hard otherwise; $\nu_s$ and $\nu_h$ are the mean numbers of each per unit path. Survivors, a fraction $e^{-\nu_h z}$ of the beam, have had no hard collision. Their soft collisions are Poisson distributed with rate $\nu_s$.

Averages $\langle\ \rangle$ are over survivors, with transverse displacement $\mathbf r$ and slope $\boldsymbol\theta$. The scattering power and fourth-moment constant are
\[
T=n\int_{\theta<\theta_c}\theta^2\,d\sigma,\qquad
M_4=n\int_{\theta<\theta_c}\theta^4\,d\sigma .
\]
For a parallel pencil beam and constant $T$, $\theta_{\rm rms}=\sqrt{Tz}$ and $r_{\rm rms}=\sqrt{T/3}\,z^{3/2}$, smaller by $\sqrt2$ along one axis. The correlation coefficient of slope and displacement is $\sqrt3/2$, and
\begin{equation}
\langle r^4\rangle=2\langle r^2\rangle^2+\frac{M_4z^5}{5},\qquad
\frac{\langle r^4\rangle}{\langle r^2\rangle^2}=2+\frac{9M_4}{5T^2z}.
\label{eq:r4}
\end{equation}

If the incoming beam has $\langle r^2\rangle=r_0^2$, $\langle\theta^2\rangle=\alpha^2$ and no correlation between position and slope,
\begin{equation}
\langle r^2\rangle=r_0^2+\alpha^2z^2+\frac{Tz^3}{3}.
\label{eq:initial}
\end{equation}
If energy loss makes the scattering power $T(1+\kappa s)$ at depth $s$, a parallel pencil beam has
\begin{equation}
\langle r^2\rangle=\frac{Tz^3}{3}\left(1+\frac{\kappa z}{4}\right).
\label{eq:loss}
\end{equation}

Part (a) considered one deflection by $\theta$ at a distance $\ell$ above the plane of observation, which the electron crosses at $r=\ell\tan\theta$. With $\mu=\cos\theta$ and smallest value $\mu_m$, the integral of $\tan^2\theta$ over the cross section behaves near $90^\circ$ as
\[
\int_{\mu_m}\frac{1-\mu^2}{\mu^2}\,d\mu\simeq\frac{1}{\mu_m},
\]
which diverges as $\mu_m\to0$.

\section{Scattering power and a silicon membrane}

The first half gave, for survivors of a parallel pencil beam,
\[
\langle r^2\rangle=\frac{Tz^3}{3},\qquad \langle\theta^2\rangle=Tz,\qquad
\frac{\langle r^4\rangle}{\langle r^2\rangle^2}=2+\frac{9M_4}{5T^2z},
\]
where $z$ is depth, $r$ the transverse displacement and $\theta$ the slope. Survivors have had no single deflection above $\theta_c$, and their fraction is $e^{-\nu_hz}$, with $\nu_h$ the rate of harder collisions. The constants $T$ and $M_4$ are $n$ times the integrals of $\theta^2$ and $\theta^4$ over the cross section below $\theta_c$, and $n$ is the atom density. Formulas below use Hartree atomic units; results for the film are in nm.

\subsection*{(f) Scattering by a screened nucleus}

\textit{Question.} Find the first Born cross section of a fast electron in the potential energy $V(R)=-Z e^{-R/a}/R$, where $R$ is the distance from a nucleus of charge $Z$ and $a$ is a screening radius.

\textit{Solution.} Let $c$ be the speed of light, $\gamma c^2$ the total energy and $p$ the momentum. Leaving out spin, the relation $(\gamma c^2-V)^2=c^2\hat{\mathbf p}^2+c^4$ gives, when the term in $V^2$ is dropped,
\begin{equation}
(\nabla^2+p^2)\psi=2\gamma V\psi .
\end{equation}
This is the Schrödinger equation of a particle of mass $\gamma$. The outgoing solution of $(\nabla^2+p^2)G=\delta(\mathbf R)$ is $G=-e^{ipR}/(4\pi R)$. Inserting the incident plane wave on the right-hand side gives, far away, the amplitude
\begin{equation}
f=-\frac{\gamma}{2\pi}\int e^{-i\mathbf q\cdot\mathbf R}\,V\,d^3R
=\frac{2\gamma Z}{q}\int_0^\infty e^{-R/a}\sin(qR)\,dR
=\frac{2\gamma Z}{q^2+a^{-2}} .
\end{equation}
The angular integral supplied $4\pi\sin(qR)/(qR)$. The momentum transfer is $q=2p\sin(\theta/2)$. Define
\begin{equation}
w=4\sin^2\frac\theta2=2(1-\cos\theta),
\end{equation}
so that $q^2=p^2w$. Since $dw=2\sin\theta\,d\theta$, integration over azimuth gives $d\Omega=\pi\,dw$. Then
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{C}{(w+b)^2},\qquad
C=\frac{4\gamma^2Z^2}{p^4},\qquad b=\frac{1}{(pa)^2}.
\end{equation}
At small angles $w=\theta^2$, so $\sqrt b$ is the angle at which screening sets in.

\subsection*{(g) The scattering power}

\textit{Question.} Evaluate $T$, $M_4$ and $\nu_h$ for this cross section.

\textit{Solution.} We identify $\theta^2$ with $w$ and place the cutoff at $w_c=\theta_c^2$. With $u=w_c/b$,
\begin{align}
T&=n\pi C\int_0^{w_c}\frac{w\,dw}{(w+b)^2}
=n\pi C\int_0^{w_c}\left[\frac1{w+b}-\frac{b}{(w+b)^2}\right]dw\nonumber\\
&=n\pi C\left[\ln(1+u)-\frac{u}{1+u}\right].
\label{eq:T}
\end{align}
Similarly, $w^2/(w+b)^2=1-2b/(w+b)+b^2/(w+b)^2$ leads to
\begin{equation}
M_4=n\pi C\left[w_c-2b\ln(1+u)+\frac{bu}{1+u}\right].
\end{equation}
The largest possible value of $w$ is 4, so
\begin{equation}
\nu_h=n\pi C\int_{w_c}^{4}\frac{dw}{(w+b)^2}
=n\pi C\left[\frac1{w_c+b}-\frac1{4+b}\right].
\end{equation}
For $u\gg1$, $T$ grows logarithmically with the cutoff: equal factors in angle contribute equally. Without screening, $b\to0$ and $T$ would diverge at small angles.

\subsection*{(h) A 200 nm silicon membrane at 100 keV}

\textit{Question.} Find the rms displacement for $\theta_c=0.2$ rad. Treat the silicon as amorphous at crystal density, and take for $a$ the Thomas--Fermi length $\tfrac12(3\pi/4)^{2/3}Z^{-1/3}$.

\textit{Solution.} The inputs are $Z=14$, $n=8/(0.5431\ \mathrm{nm})^3=49.94\ \mathrm{nm^{-3}}$, $\gamma=1.1957$, $p=89.83$ and $a=0.3673$ bohr. Hence $\sqrt b=1/(89.83\times0.3673)=0.0303$ rad and $u=43.55$. The coefficient is
\[
C=\frac{4\times1.1957^2\times14^2}{89.83^4}\ \mathrm{bohr^2}
=4.82\times10^{-8}\ \mathrm{nm^2},
\]
and $n\pi C=7.563\times10^{-6}\ \mathrm{nm^{-1}}$. The bracket in (\ref{eq:T}) is 2.819, so
\[
T=7.563\times10^{-6}\times2.819=2.132\times10^{-5}\ \mathrm{rad^2/nm}.
\]
Numerical integration of the Born amplitude from the potential, followed by integration over angle, gives the same value to the five digits printed. The rms slope is $\sqrt{2.132\times10^{-5}\times200}=65.3$ mrad, and
\[
r_{\rm rms}=\sqrt{\frac{2.132\times10^{-5}\times200^3}{3}}\ \mathrm{nm}
=7.54\ \mathrm{nm}=142.5\ \mathrm{bohr}.
\]
Along one axis this is 5.33 nm. The survivors make up 96.4\% of the beam.

\subsection*{(i) Power law and profile in a simulation}

\textit{Question.} Compare the statistical results with electrons followed collision by collision. What does the rms displacement say about a typical electron?

\textit{Solution.} For each of four depths, 300\,000 electrons were given random free paths and deflections drawn from the full cross section. Deflections were added in the small-angle approximation, and electrons with a hard collision were discarded. The rms displacements are as follows.

\begin{center}
\begin{tabular}{rrr}
depth (nm) & simulated (nm) & $\sqrt{Tz^3/3}$ (nm)\\
50 & 0.942 & 0.943\\
100 & 2.661 & 2.666\\
200 & 7.512 & 7.540\\
400 & 21.338 & 21.328
\end{tabular}
\end{center}

A power-law fit to the simulated values gives the exponent 1.500. At 200 nm the correlation between slope and displacement is 0.865, against $\sqrt3/2=0.866$.

The profile at 200 nm is far from Gaussian. Here $M_4/T^2=564$ nm exceeds the thickness, and (\ref{eq:r4}) gives a fourth-moment ratio of 7.08; the simulation gives 7.10. Averaged over the whole beam, the number of collisions is only 1.65. The median radius of the survivors is 3.0 nm, whereas a Gaussian with the same rms would have its median at $r_{\rm rms}\sqrt{\ln2}=6.3$ nm. This last expression follows from $1-e^{-r^2/r_{\rm rms}^2}=\tfrac12$. Ninety per cent of the survivors lie within 12.2 nm. The soft mean free path is 124.2 nm, so a fraction $e^{-200/124.2}=0.20$ of the survivors is not deflected at all.

\subsection*{(j) What the cutoff does}

\textit{Question.} How strongly does the result depend on $\theta_c$, and does the three-halves power survive if the cutoff changes with depth?

\textit{Solution.} At the fixed depth of 200 nm, cutoffs of 0.1, 0.2 and 0.4 rad give rms displacements of 5.61, 7.54 and 9.17 nm. The survivor fractions are 87.1\%, 96.4\% and 99.1\%. Adding less than a tenth of the beam changes the rms appreciably, because the added electrons lie far out. A quoted rms displacement therefore needs its cutoff.

One might instead keep a fixed fraction of the beam at every depth, so that $\nu_hz=\epsilon$ is constant. For $b\ll w_c\ll4$, $\nu_h\simeq n\pi C/w_c$, which requires $w_c=n\pi Cz/\epsilon$. Equation (\ref{eq:T}) then becomes
\begin{equation}
T\simeq n\pi C\left[\ln\frac{n\pi Cz}{\epsilon b}-1\right],
\end{equation}
and the rms displacement grows as $z^{3/2}$ times the square root of the bracket. If $B$ is the value of the bracket, the local exponent is $3/2+1/(2B)$. For the membrane with the survivor fraction of part (h), $B$ is about 2.8 and the exponent is about 1.7. The pure power belongs to a fixed cutoff.

Without any cutoff, $T$ stays finite, because $w$ cannot exceed 4, but the single-deflection integral of part (a) diverges. For the present cross section, lowering the smallest $\cos\theta$ from $10^{-3}$ to $10^{-4}$ multiplies the integral of $\tan^2\theta$ over the hard deflections, those above 0.2 rad, by 9.82. This is close to the factor 10 of the leading term.

\subsection*{(k) What the model leaves out}

\textit{Question.} Estimate those omitted effects that can be sized simply for the membrane, with $\theta_c=0.2$ rad, and compare finite angles with energy loss as limits of the power law when the film is made thicker.

\textit{Solution.} \textit{Shape of the atom.} For a general spherical electron density with Fourier transform $F(q)$, where $F(0)=Z$, Poisson's equation gives the transform of $V$ as $-4\pi(Z-F)/q^2$. The amplitude is then $f=2\gamma(Z-F)/q^2$. The exponential screening used above corresponds to $F=Z/(1+q^2a^2)$. An unrestricted Hartree--Fock calculation of the free silicon atom in the cc-pVTZ basis, spherically averaged, gives a $T$ that is 0.938 times the model value, and $r_{\rm rms}=7.30$ nm. This reference omits correlation, relativity within the atom and bonding.

The number of soft collisions changes much more: their mean free path is 68.6 nm instead of 124.2 nm. Larger or more diffuse basis sets (aug-cc-pVTZ, cc-pVQZ, aug-cc-pVQZ) lower this value by 0.1 to 0.2 nm and leave the ratio 0.938 unchanged. Since $T$ is nevertheless smaller, the mean square deflection per collision is about half that of the model. Weak collisions add little to $\langle r^2\rangle$, but they matter for the centre of the profile. The undeflected fraction of survivors becomes $e^{-200/68.6}=0.05$ instead of 0.20. Within this model, the share of electrons that stay exactly on the axis is thus far more sensitive to the screening than the rms displacement is. Both fractions count only elastic collisions with independent free atoms. In a solid, even an amorphous one, waves scattered by neighbouring atoms interfere at small angles, so neither fraction should be taken as a prediction for a real film.

\textit{Atomic electrons.} They also deflect the beam, by being excited. For $Z$ independent electrons, each with form factor $F/Z$, the sum over all excited states is the variance of $\sum_je^{i\mathbf q\cdot\mathbf R_j}$, which is $Z[1-(F/Z)^2]$. The corresponding cross section is $4\gamma^2/q^4$ times this factor, if exchange with the beam electron and the effect of energy transfer on $q$ are ignored. The Pauli principle among the atomic electrons, which lowers this factor, is left out as well. With $x=w/b=q^2a^2$, the scattering power from these events is
\begin{align}
T_e&=\frac{n\pi C}{Z}\int_0^u\frac{dx}{x}\left[1-\frac1{(1+x)^2}\right]
=\frac{n\pi C}{Z}\int_0^u\left[\frac1{1+x}+\frac1{(1+x)^2}\right]dx\nonumber\\
&=\frac{n\pi C}{Z}\left[\ln(1+u)+\frac{u}{1+u}\right].
\end{align}
In this estimate $T_e/T=12.1\%$, which raises the rms displacement by 5.9\%; with the Pauli principle included, both numbers would be somewhat smaller.

\textit{Energy loss.} With a rough stopping power of 0.8 eV/nm, the electrons lose 160 eV. The resulting $\kappa=1.19\times10^{-5}\ \mathrm{nm^{-1}}$ in (\ref{eq:loss}) raises the rms displacement by 0.03\%.

\textit{Finite angles.} A simulation with true rotations in space and the same random numbers gives an rms displacement 0.6\% above the small-angle one. For a thicker film, the slope reaches 0.3 rad at $z=0.3^2/T=4.2\ \mathrm{\mu m}$. There, with the same stopping power, energy loss would change the rms displacement by 0.6\%. True rotations raise it by about 4\% at that depth, so for these parameters the small-angle assumption fails before the assumption of constant energy does. At that depth the survivors are only 46\% of the beam, so the result no longer describes most of the electrons.

\textit{The incoming beam.} A rough rms divergence of 5 mrad adds $0.005\times200=1$ nm in quadrature, by (\ref{eq:initial}), and gives 7.61 nm.

\textit{Higher Born terms.} The expansion parameter is $Z/v$ with $v=p/\gamma=75.1$, that is, 0.19. These terms have not been evaluated.

\textit{Setting the model beside a real film.} If the silicon membrane is a single crystal, the assumption of independent atoms breaks down. The electron wavelength is 3.70 pm, and the (220) planes diffract by 19.3 mrad, less than the screening angle of 30.3 mrad. Diffraction therefore falls within the angular range that the atomic cross section treats as smooth, and its effect on the 7.5 nm has not been calculated. On a thick wafer there are also electrons that return from the substrate; the present result describes forward spread alone. For an amorphous film and this cutoff, the two sized corrections to $T$ have opposite signs and shift the rms displacement by about $-3\%$ and $+6\%$, so a value between 7 and 8 nm is a reasonable estimate within these approximations. The numerical output lists the underlying values.

\section*{Table of computed values}
\begin{verbatim}
beam energy: 100 keV; membrane: 200 nm Si
lattice constant: 0.5431 nm; density: 49.94 nm^-3
Lorentz factor: 1.1957; momentum: 89.83 a.u.
screening radius: 0.3673 bohr
screening angle sqrt(b): 30.31 mrad
coefficient C: 4.8208e-08 nm^2; n pi C: 7.5634e-06 nm^-1
cutoff angle: 0.20 rad; u: 43.55
bracket ln(1+u)-u/(1+u): 2.8191
scattering power T: 2.1322e-05 rad^2/nm
T from numerical Born amplitude: 2.1322e-05 rad^2/nm
elastic mean free path: 121.5 nm
mean number of collisions: 1.65
rms angle: 65.3 mrad
rms displacement, formula: 7.540 nm = 142.5 bohr
rms displacement along one axis: 5.332 nm
survivors, formula: 0.9641
survivors, simulated: 0.9648
correlation of r and angle, simulated: 0.8648
correlation sqrt(3)/2: 0.8660
depth 50 nm: rms simulated 0.942 nm, formula 0.943 nm
depth 100 nm: rms simulated 2.661 nm, formula 2.666 nm
depth 200 nm: rms simulated 7.512 nm, formula 7.540 nm
depth 400 nm: rms simulated 21.338 nm, formula 21.328 nm
fitted exponent of simulated rms: 1.5001
M4: 2.5658e-07 rad^4/nm; M4/T^2: 564 nm
<r^4>/<r^2>^2, formula: 7.08
<r^4>/<r^2>^2, simulated: 7.10
median radius, simulated: 3.00 nm
radius holding 90% of survivors, simulated: 12.19 nm
median of Gaussian with same rms: 6.28 nm
cutoff 0.1 rad: rms 5.609 nm, survivors 0.8710
cutoff 0.2 rad: rms 7.540 nm, survivors 0.9641
cutoff 0.4 rad: rms 9.173 nm, survivors 0.9910
tan^2 integral growth, cosine limit 1e-3 to 1e-4: 9.82
rms ratio, full geometry to small-angle: 1.0063
T ratio, UHF atom to Thomas-Fermi screening: 0.9378
rms displacement with UHF atom: 7.302 nm
soft-collision mean free path, model: 124.2 nm
soft-collision mean free path, UHF: 68.6 nm
T share added by atomic electrons: 12.1 %
rms increase from them: 5.9 %
assumed stopping power: 0.8 eV/nm
energy lost in membrane: 160 eV
kappa: 1.185e-05 nm^-1
rms increase by loss: 0.0297 %
depth where rms angle is 0.3 rad: 4.22 um
rms increase by loss there: 0.63 %
largest spin reduction of cross section below cutoff: 0.30 %
assumed rms beam divergence: 5 mrad
rms with divergence: 7.607 nm
electron wavelength: 3.701 pm
(220) diffraction angle: 19.3 mrad
\end{verbatim}
